\section*{Deviational Phonon Monte Carlo: Bounded Relative Error at Vanishing Temperature Difference}

\section{A slab without collisions}

Two black walls at temperatures $T_h>T_c$ face each other across a slab in which phonons fly without scattering. A black wall absorbs every phonon that reaches it and emits an equilibrium distribution at its own temperature. Let the emitted energy fluxes be $q_h$ and $q_c$. The net flux from hot to cold, counted positive, is $q_h-q_c$.

Estimate this difference with $N$ packets, each carrying the energy rate $(q_h+q_c)/N$ per unit area. A packet starts at the hot wall with probability $q_h/(q_h+q_c)$ and otherwise at the cold wall. It contributes the score $+(q_h+q_c)$ or $-(q_h+q_c)$ to an average over packets. The mean score is $q_h-q_c$ and the mean square is $(q_h+q_c)^2$, so the standard error relative to the true flux is
\begin{equation}
\varepsilon=\sqrt{\frac{R^2-1}{N}},\qquad R=\frac{q_h+q_c}{q_h-q_c}.
\end{equation}
As $\Delta T=T_h-T_c\to0$, the numerator of $R$ tends to a constant and the denominator vanishes like $\Delta T$. The relative error grows as $1/\Delta T$.

Now subtract from both emissions the flux $q_0$ emitted at a temperature $T_0$ between $T_h$ and $T_c$. The hot wall emits $a=q_h-q_0>0$ and the cold wall $b=q_c-q_0<0$. A packet from the cold wall has negative energy and moves left, so it carries positive flux. Every packet scores $|a|+|b|=a-b=q_h-q_c$, and the variance is zero. Collisions bring noise back, because some packets return to their own wall, but the packet energy, and hence the noise, still shrinks in proportion to $\Delta T$.

\section{The equation for the deviation}

Let the slab occupy $0<x<L$, with walls at $T_0\pm\Delta T/2$ and the hot wall at $x=0$. Phonons have speed $v$, frequency $\omega$ and direction cosine $\mu$ along $x$. Let $e(x,\mu,\omega)$ be the energy density per frequency, normalised so that at equilibrium it equals
\begin{equation}
e_{\rm eq}(\omega,T)=\frac{3\omega^2}{2\pi^2v^3}\,\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}
\end{equation}
for every $\mu$. This describes three equal Debye branches without zero-point energy. The directional mean is $\langle e\rangle=\frac12\int_{-1}^1e\,d\mu$. In the relaxation-time model the steady Boltzmann equation and energy conservation read
\begin{align}
v\mu\,\partial_xe&=\frac{e_{\rm eq}(\omega,\tilde T)-e}{\tau(\omega)}, \label{bte}\\
\int\frac{e_{\rm eq}(\omega,\tilde T)}{\tau}\,d\omega&=\int\frac{\langle e\rangle}{\tau}\,d\omega. \label{cons}
\end{align}
The second line fixes the local pseudo-temperature $\tilde T(x)$. Averaging (\ref{bte}) over $\mu$ and integrating over $\omega$ then gives zero on the right, so the flux $q=\int d\omega\,\frac12\int v\mu\,e\,d\mu$ does not depend on $x$.

Write $e=e_{\rm eq}(\omega,T_0)+g$, $\tilde T=T_0+\vartheta$ and $C_\omega=\partial e_{\rm eq}/\partial T$ at $T_0$. The subtracted part is uniform, so its derivative vanishes; it is isotropic, so it carries no flux. To first order in $\Delta T$,
\begin{equation}
v\mu\,\partial_xg=\frac{C_\omega\vartheta-g}{\tau},\qquad
\vartheta\int\frac{C_\omega}{\tau}\,d\omega=\int\frac{\langle g\rangle}{\tau}\,d\omega, \label{lin}
\end{equation}
with $g=+C_\omega\Delta T/2$ for phonons leaving the hot wall and $g=-C_\omega\Delta T/2$ for those leaving the cold wall. The relaxation time is taken at $T_0$. A first-order change of $1/\tau$ would multiply $e_{\rm eq}(\tilde T)-e$, which is itself of first order, and so would not enter (\ref{lin}).

\section{Packets that solve it}

The hot wall emits the deviation flux $\frac12v\mu\,C_\omega(\Delta T/2)\,d\mu\,d\omega$ into $0<\mu<1$. Since $\int_0^1\mu\,d\mu=\frac12$, this integrates to $(v/4)C_\omega(\Delta T/2)\,d\omega$. The cold wall emits the same amount with negative sign. The total absolute rate is
\begin{equation}
Q=G_b\,\Delta T,\qquad G_b=\frac v4\int C_\omega\,d\omega .
\end{equation}
The direction has probability density $2\mu$. Its cumulative distribution is $\mu^2$, so $\mu=\sqrt\xi$ with $\xi$ uniform on $(0,1)$.

At a collision, (\ref{lin}) removes the rate $\int\langle g\rangle/\tau\,d\omega$ per volume and returns it isotropically with the spectrum
\begin{equation}
\frac{C_\omega\vartheta}{\tau}=\frac{C_\omega/\tau}{\int C_{\omega'}/\tau'\,d\omega'}\int\frac{\langle g\rangle}{\tau'}\,d\omega' .
\end{equation}
Thus a removed packet can be put back at once with the same energy and sign. With $\Lambda=v\tau$, the algorithm for one packet is:
\begin{enumerate}
\item Choose either wall with probability $\frac12$; the sign is $s=+1$ for hot and $s=-1$ for cold. Draw $\omega$ from a density proportional to $C_\omega$ and set $\mu=s\sqrt\xi$.
\item Draw an exponential free path of mean $\Lambda(\omega)$ and move the packet by $\mu$ times that path.
\item If it has passed a wall, absorb it there and stop.
\item Otherwise draw $\omega$ from a density proportional to $C_\omega/\tau$ and $\mu$ uniformly on $(-1,1)$, keep $s$, and return to item 2.
\end{enumerate}

To see that the mean packet current solves (\ref{lin}), integrate the transport equation along a ray with $\mu>0$:
\begin{equation}
g(x)=g(0)\,e^{-x/\mu\Lambda}+\int_0^x\frac{dx'}{\mu\Lambda}\,C_\omega\vartheta(x')\,e^{-(x-x')/\mu\Lambda}. \label{ray}
\end{equation}
Differentiation returns $\mu\Lambda\,\partial_xg=C_\omega\vartheta-g$. Multiply (\ref{ray}) by $v\mu/2$. The first term is the emitted current times the probability of no collision up to $x$. In the second, $(v\mu/2)/(\mu\Lambda)=1/(2\tau)$, so the factor $C_\omega\vartheta/(2\tau)$ is the isotropic re-emission rate per unit $\mu$, again times the survival probability. These are the rules of items 1 to 4; rays with $\mu<0$ follow by reflection.

The histories end. From any point, a flight begun at a collision escapes with probability at least $p$, the mean of $e^{-L/(|\mu|\Lambda)}$ over the re-emission distribution, and $p>0$. The probability of more than $n$ collisions is therefore at most $(1-p)^n$, and all moments of the collision number are finite.

\section{The error bound}

No item of the algorithm contains $\Delta T$; it enters through the packet energy $Q/N$ alone. An observable that is linear in $g$ has the estimator
\begin{equation}
\hat A=\Delta T\,\frac1N\sum_{i=1}^NS_i ,
\end{equation}
where the $S_i$ are independent and their distribution does not involve $\Delta T$. If $S$ has standard deviation $\sigma_S<\infty$ and mean $\bar S\neq0$, the standard error relative to the mean is
\begin{equation}
\varepsilon_A=\frac{\Delta T\,\sigma_S/\sqrt N}{\Delta T\,|\bar S|}=\frac{\sigma_S}{|\bar S|\sqrt N}. \label{general}
\end{equation}
Within the linearised model this is more than a bound: the relative error is the same for every $\Delta T$. The condition $\bar S\ne0$ matters. The temperature deviation at the midplane vanishes by symmetry, so it has an absolute error proportional to $\Delta T$ but no relative error.

For the heat flux, count signed crossings of any plane. A packet absorbed at the opposite wall makes one net crossing in the direction $s$ and carries energy of sign $s$; its score is $s^2Q=Q$. A packet that returns to its own wall has no net crossing and scores zero. Let $P$ be the probability of reaching the opposite wall, which by reflection is the same from both sides. The scores have mean $QP$ and mean square $Q^2P$, hence variance $Q^2P(1-P)$, and
\begin{equation}
q=G_bP\,\Delta T,\qquad \varepsilon_q=\sqrt{\frac{1-P}{PN}} . \label{flux}
\end{equation}

Collisions give a second observable. In a layer of thickness $\ell$ the signed collision rate is $\int dx\int\langle g\rangle/\tau\,d\omega=\bar\vartheta\,\ell\int C_\omega/\tau\,d\omega$ by (\ref{lin}). If packet $i$ collides $n_i$ times in the layer, the mean pseudo-temperature deviation $\bar\vartheta$ there is estimated by
\begin{equation}
\hat\vartheta=\frac{Q}{N\,\ell\int C_\omega/\tau\,d\omega}\sum_is_in_i .
\end{equation}
Its variance is finite because $n_i$ has finite moments, so (\ref{general}) applies.

The work per packet is also independent of $\Delta T$. To find it, raise both walls by the same $\delta T$. The deviation is then uniform, with collision rate $L\,\delta T\int C_\omega/\tau\,d\omega$ per area and emission $2(v/4)\delta T\int C_\omega\,d\omega$. Their ratio is the mean number of collisions per packet,
\begin{equation}
\bar n=2L\,\frac{\int C_\omega\Lambda^{-1}d\omega}{\int C_\omega\,d\omega}. \label{work}
\end{equation}

\section{Transmission without random numbers}

An independent value of $P$ follows from (\ref{lin}) with the hot wall at deviation 1 and the cold wall at 0. Call the resulting pseudo-temperature $\theta(x)$ and define $E_n(t)=\int_0^1\mu^{n-2}e^{-t/\mu}d\mu$. Averaging (\ref{ray}) and its mirror image over direction turns the wall term into $\frac12C_\omega E_2(x/\Lambda)$ and the kernel into $E_1(|x-x'|/\Lambda)/(2\Lambda)$. The conservation condition becomes
\begin{equation}
\theta(x)\!\int\!\frac{C_\omega}{\tau}d\omega=\!\int\!\frac{C_\omega}{2\tau}\left[E_2\!\left(\frac x\Lambda\right)+\int_0^L\!\frac{dx'}{\Lambda}E_1\!\left(\frac{|x-x'|}{\Lambda}\right)\theta(x')\right]d\omega .
\end{equation}
The flux arriving at $x=L$ carries an additional factor $v\mu$, which raises the index of each $E_n$ by one. Dividing it by the emitted flux $(v/4)\int C_\omega d\omega$ gives
\begin{equation}
P=\frac{\int C_\omega\left[2E_3(L/\Lambda)+2\int_0^L\frac{dx'}{\Lambda}E_2\!\left(\frac{L-x'}{\Lambda}\right)\theta(x')\right]d\omega}{\int C_\omega\,d\omega}.
\end{equation}
With walls at $\pm\Delta T/2$, superposition gives $\vartheta(x)=\frac12\Delta T[\theta(x)-\theta(L-x)]$.

\section{Which reference temperature?}

The role of the reference shows most clearly in a gray medium, where $\tau$ has a single value. Put $u=\int e\,d\omega$ and $U(T)=\int e_{\rm eq}\,d\omega$. Condition (\ref{cons}) becomes $U(\tilde T)=\langle u\rangle$, and (\ref{bte}) becomes
\begin{equation}
v\mu\,\partial_xu=\frac{\langle u\rangle-u}{\tau}.
\end{equation}
This is linear in $u$ at any $\Delta T$, and every constant solves it. One may therefore subtract $U(T_{\rm ref})$ for any $T_{\rm ref}$. The choice $T_{\rm ref}=0$ subtracts nothing and is the conventional simulation of all phonons. With frequency-dependent $\tau$ this comparison would need other packet rules, since the full energy is re-emitted with spectrum $e_{\rm eq}/\tau$ and not $C_\omega/\tau$.

Let $a=\frac v4[U(T_h)-U(T_{\rm ref})]$ and $b=\frac v4[U(T_c)-U(T_{\rm ref})]$. Choose the hot wall with probability $|a|/(|a|+|b|)$. A transmitted packet scores $(|a|+|b|)\,{\rm sgn}\,a$ from the hot wall and $-(|a|+|b|)\,{\rm sgn}\,b$ from the cold one. The mean is $P(a-b)$ and the mean square is $P(|a|+|b|)^2$, so
\begin{equation}
\varepsilon^2=\frac1N\left(\frac{R^2}{P}-1\right),\qquad R=\frac{|a|+|b|}{|a-b|}\ge1 . \label{ref}
\end{equation}
At fixed $N$ and $P>0$, the error is bounded if and only if $R$ is. Three choices of reference illustrate this.
\begin{itemize}
\item If $T_{\rm ref}$ lies between the wall temperatures, $a\ge0\ge b$ and $R=1$. Equation (\ref{ref}) reduces to (\ref{flux}).
\item If $T_{\rm ref}=T_0+c\,\Delta T$ with fixed $c$, then $a\propto\frac12-c$ and $b\propto-\frac12-c$ for small $\Delta T$. Hence $R\to|\frac12-c|+|\frac12+c|=\max(1,2|c|)$, which is bounded.
\item If $T_{\rm ref}=T_0-\delta$ with fixed $\delta>0$, both $a$ and $b$ are positive once $\Delta T<2\delta$. For small $\delta$, $R\approx2\delta/\Delta T$, which diverges.
\end{itemize}
Subtracting an equilibrium is thus not sufficient; the reference must approach the wall temperatures at least as fast as they approach each other.

Fixing the number of packets from each wall, in proportion to $|a|$ and $|b|$, does not remove the divergence. It eliminates the variance between walls, but each packet keeps the variance $(|a|+|b|)^2P(1-P)$, and $\varepsilon=R\sqrt{(1-P)/(PN)}$ still grows with $R$ when $P<1$.

\section{Bias and thickness}

Equation (\ref{flux}) measures noise about the linearised answer. The nonlinear problem (\ref{bte}), (\ref{cons}) has a slightly different flux. Exchanging the wall temperatures mirrors the slab and reverses the flux, so $q(-\Delta T)=-q(\Delta T)$. If $q$ is smooth, it contains odd powers alone:
\begin{equation}
q=G\,\Delta T\left[1+\beta\,\Delta T^2+O(\Delta T^4)\right],\qquad G=G_bP .
\end{equation}
The relative bias of the flux vanishes quadratically while the relative noise stays constant. The argument does not extend to a local temperature: the mirror maps $x$ to $L-x$, so even powers are allowed at fixed $x$ and the relative bias there is in general of first order in $\Delta T$. More packets reduce the noise but not the bias.

The error is not bounded in $L$. Deep inside a thick gray slab $u\approx\langle u\rangle-\mu\Lambda\,\partial_x\langle u\rangle$, and with $\frac12\int_{-1}^1\mu^2d\mu=\frac13$ the flux is $q=-(v\Lambda/3)\,\partial_x\langle u\rangle$. Near each wall there is a layer a few $\Lambda$ thick. Its effect is that the interior straight line reaches the wall value at a distance $\kappa\Lambda$ outside the slab, with $\kappa$ a fixed number. Therefore
\begin{equation}
q=\frac{v\Lambda}{3}\,\frac{U(T_h)-U(T_c)}{L+2\kappa\Lambda},\qquad
\frac1P=\frac{3L}{4\Lambda}+\frac{3\kappa}{2},
\end{equation}
where $P$ is $q$ divided by $\frac v4[U(T_h)-U(T_c)]$. By (\ref{flux}), $\varepsilon_q\approx\sqrt{3L/(4\Lambda N)}$. A prescribed error needs $N\propto L$, and each packet collides on average $2L/\Lambda$ times by (\ref{work}), so the work grows as $L^2$. In the opposite limit $L\ll\Lambda$, $P\to1$ and the noise disappears, as in the collisionless slab.

\section{A 100 nm slab}

Take round model parameters: $L=100$ nm, $T_0=300$ K, $v=6000$ m/s, cutoff $\omega_D=6\times10^{13}$ rad/s and $\tau=5\,{\rm ps}\,(\omega_D/\omega)^2$. The mean free path is 30 nm at the cutoff and longer below it. The heat capacity is $6.242\times10^5$ J/(m$^3$\,K), which gives
\begin{equation}
G_b=\frac{6000\times6.242\times10^5}{4}=9.363\times10^8\ {\rm W/(m^2\,K)} .
\end{equation}
The integral equation yields $P=0.4341$ with 80 cells and $0.4342$ with 40. The conductance is $G=0.4341\,G_b=4.064\times10^8$ W/(m$^2$\,K), or 406 MW/(m$^2$\,K). At $\Delta T=0.01$ K the flux is $4.064\times10^6$ W/m$^2$; $4\times10^5$ packets give $(4.068\pm0.007)\times10^6$ W/m$^2$.

For a run of $N=500$ packets, (\ref{flux}) predicts
\begin{equation}
\varepsilon_q=\sqrt{\frac{0.5659}{0.4341\times500}}=0.051 ,
\end{equation}
and the scatter of 800 runs about the deterministic flux is 0.052. One set of histories serves every $\Delta T$ here, so the independence of $\Delta T$ rests on the proof; the runs test the size of the error. The mean number of collisions is 3.911, against 3.912 from (\ref{work}). In the quarter of the slab next to the hot wall the mean pseudo-temperature deviation is $(0.2371\pm0.0015)\,\Delta T$ from packets and $0.2359\,\Delta T$ from the integral equation. Its relative error for one run is 0.175, over three times that of the flux but equally free of $\Delta T$. This quantity weights the modes with $C_\omega/\tau$. The temperature defined by the energy density, $\int\langle g\rangle\,d\omega/\int C_\omega\,d\omega$, is a different observable and equals $0.221\,\Delta T$ in the same quarter.

The nonlinear deterministic solution, with $\tau$ still frozen, differs from the linear flux by $-3.9\times10^{-4}$ at 40 K and $-9.7\times10^{-5}$ at 20 K, relative to the linear flux. The ratio 4.01 confirms the quadratic law for the flux. The pseudo-temperature deviation in the hot quarter has a relative bias of $1.2\times10^{-2}$ at 40 K and $6.3\times10^{-3}$ at 20 K, which is first order. At 40 K the noise falls to the size of the bias at
\begin{equation}
N=\frac{0.5659/0.4341}{(3.9\times10^{-4})^2}\approx9\times10^6
\end{equation}
packets. The total root-mean-square error is then $\sqrt2$ times the bias, so further packets can lower it by at most a factor $\sqrt2$. This packet count belongs to the frozen $\tau$; a temperature-dependent $\tau$ changes $\beta$, and with $\tau\propto1/\tilde T$ the flux bias at 40 K becomes $-3.3\times10^{-4}$.

The gray companion has $\Lambda=50$ nm and $P=0.3901$. Here each $\Delta T$ and each reference has its own 400 runs of 500 packets. With the reference at 300 K, the measured relative error lies between 0.056 and 0.058 for $\Delta T$ from 10 K down to 0.01 K; the formula gives 0.056. With the reference at 295 K it is 0.059 at $\Delta T=10$ K, where the reference coincides with the cold wall, and 71 at 0.01 K. With the reference at 0 K it rises from 2.6 to about 2600 over the same range.

The largest departure from (\ref{ref}) is at 0 K and $\Delta T=1$ K: 23.7 measured, 26.0 predicted, a difference of 9\%. A root-mean-square over $n$ nearly Gaussian runs has relative scatter $1/\sqrt{2n}$, or 3.5\% for $n=400$, so this is about 2.6 standard deviations. Among twelve independent comparisons, one that large has a chance of roughly one in ten.

For an error of 1\% at $\Delta T=0.01$ K, the reference at 300 K requires $(1/P-1)\times10^4=1.6\times10^4$ packets. The reference at 0 K, with $R=3.64\times10^4$, requires $(R^2/P-1)\times10^4=3.4\times10^{13}$.

For gray slabs 20 and 40 mean free paths thick, the integral equation with 400 cells gives $P=0.0623$ and $0.0323$. By (\ref{flux}), the error of one run with the reference between the walls rises from 0.174 to 0.245, close to the factor $\sqrt2$ expected for doubled thickness. The growth of $1/P$ per mean free path is 0.747, which is 0.4\% below the derived 0.75. The shortfall comes from the finite cell width: the converged values are $P=0.06224$ and $0.03219$, and they give 0.750. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
slab thickness 100 nm, mean temperature 300 K
speed 6000 m/s, cutoff 6.0e+13 rad/s
relaxation time at cutoff 5.0 ps
mean free path at cutoff 30.0 nm
packets per run 500, runs 800 (gray: 400)
-- frequency-dependent medium, linearized --
heat capacity 6.2417e+05 J/(m^3 K)
ballistic conductance 9.3626e+08 W/(m^2 K)
crossing probability, deterministic 0.43410
  same with half as many cells 0.43424
crossing probability, packets 0.43445 +- 0.00078
slab conductance, deterministic 4.0643e+08 W/(m^2 K)
heat flux at dT = 0.01 K, deterministic 4.0643e+06 W/m^2
heat flux at dT = 0.01 K, packets 4.0676e+06 +- 7.3e+03 W/m^2
relative flux error of one run, measured 0.0519
relative flux error of one run, formula 0.0511
collisions per packet, measured 3.9106
collisions per packet, formula 3.9122
hot-quarter temperature deviation / dT, packets 0.23714 +- 0.00146
hot-quarter temperature deviation / dT, determ. 0.23591
its relative error for one run 0.1750
linearization bias at dT = 40 K: -3.905e-04
linearization bias at dT = 20 K: -9.738e-05
ratio of the two biases 4.010
-- gray medium, mean free path 50 nm --
crossing probability, deterministic 0.39011
T_ref (K), dT (K), R, relative error of one run: measured, formula
  300  10.00       1.0000       0.0565       0.0559
  300   1.00       1.0000       0.0565       0.0559
  300   0.10       1.0000       0.0563       0.0559
  300   0.01       1.0000       0.0581       0.0559
  295  10.00       1.0000       0.0587       0.0559
  295   1.00       9.9814       0.7050       0.7133
  295   0.10      99.8120       6.9697       7.1466
  295   0.01     998.1200      70.7886      71.4671
    0  10.00      36.3578       2.6428       2.6029
    0   1.00     363.5500      23.6837      26.0308
    0   0.10    3635.4974     260.3748     260.3080
    0   0.01   36354.9735    2636.2280    2603.0798
R for reference T0 + 2 dT at dT = 0.01 K: 4.0000
packets for 1% error, reference 300 K: 1.563e+04
packets for 1% error, reference 0 K, dT = 0.01 K: 3.388e+13
thickness 20 mean free paths: P 0.06228, error of one run 0.1735
thickness 40 mean free paths: P 0.03227, error of one run 0.2449
growth of 1/P per mean free path 0.7468
\end{verbatim}
